Oxygen-Pressure Dependence of Parabolic Scale Growth in a Metal-Deficient Monoxide

## Part 1. Defect concentrations and transport

### 1.1 Definitions and conventions

A compact scale of the oxide M(1−v)O lies between the pure metal M and a gas containing oxygen. The coordinate y runs from the metal/oxide interface at y = 0 to the oxide/gas surface at y = x, where x is the scale thickness. Fluxes are positive toward the gas. A prime denotes d/dy. The subscripts i and o mean the inner (metal) and outer (gas) side of the scale.

The parabolic constant k is defined by

dx/dt = k/x.

Multiplying by x and integrating from x = 0 at t = 0 gives

x² = 2kt.

If data are reported in the form x² = k₂t, then k₂ = 2k. The pressure dependence is the same for both constants, but the prefactor is not.

The other symbols are:

- p: oxygen pressure divided by the standard pressure, 1 bar; p is dimensionless.
- v: fraction of cation sites that are vacant.
- h: number of electron holes per cation site.
- D_V, D_h: diffusivities of vacancies and holes, taken as constant.
- T, k_B, e: temperature, Boltzmann constant, elementary charge.
- φ and E = −φ′: electric potential and field; u = eE/(k_BT) is the reduced field, an inverse length.
- Ω: oxide volume per cation site.
- J_V, J_h, J_M: fluxes of vacancies, holes and cations, each multiplied by Ω, so that they have the unit of a velocity.

A cation vacancy carries the effective charge −2e relative to the perfect crystal, and a hole carries +e. The result to be derived is

k = 3 D_V t_h (K/4)^(1/3) [p_o^(1/6) − p_i^(1/6)],  (1)

t_h = D_h/(D_h + 2D_V).

Here K is the equilibrium constant of the defect reaction and p_i is the dissociation pressure of the oxide in contact with the metal. The one-sixth power law for k is the limit of equation (1) in which the second term in the bracket is negligible. The defect concentration follows a one-sixth power of the local pressure, but the growth rate is driven by a difference of two such concentrations.

### 1.2 The defect reaction and its free energy

Oxygen from the gas can extend the crystal without any metal being supplied. Each added oxygen ion then brings an empty cation site with it:

½O₂ = O_O + V_M″ + 2h•.

Here O_O is an oxygen ion on its regular site, V_M″ a doubly charged cation vacancy and h• a hole. The effective charges on the right add to −2 + 2 = 0. Let G be the standard free energy of this reaction, without the configurational entropy of the defects.

It is convenient to count states at a fixed number N of cation sites. A cation taken out of the crystal combines with ½O₂ and is deposited as perfect MO elsewhere. The net reaction is the one above, and its cost per vacancy is G − ½k_BT ln p. The sign of the second term follows from the oxygen consumed: a higher pressure raises the chemical potential of the reactant and so lowers the cost.

The vacancies occupy vN sites. The holes are taken as localized on hN of the remaining cations. The number of arrangements is

W = N!/[(vN)! (hN)! ((1−v−h)N)!].

With Stirling's formula, ln n! ≈ n ln n − n, the linear terms cancel and

−(1/N) ln W = v ln v + h ln h + (1−v−h) ln(1−v−h).

The free energy per cation site, divided by k_BT, is therefore

f = v[G/(k_BT) − ½ ln p] + v ln v + h ln h + (1−v−h) ln(1−v−h).

In the interior of a thick scale the charge density nearly vanishes, so that

h = 2v.

Then dh/dv = 2 and d(1−v−h)/dv = −3. Setting df/dv to zero gives

G/(k_BT) − ½ ln p + (ln v + 1) + 2(ln h + 1) − 3[ln(1−v−h) + 1] = 0.

The constants add to 1 + 2 − 3 = 0. With

K = exp[−G/(k_BT)],

the condition becomes

v h²/(1−v−h)³ = K p^(1/2).  (2)

The second derivative of f is 3/v + 9/(1−3v), which is positive, so the stationary point is a minimum.

The denominator in equation (2) depends on the reference chosen for the deposited MO. If the oxygen is added to the defective crystal itself, N increases by one, the vacancies by one and the holes by two. The number of ordinary cations then changes by 1 − 1 − 2 = −2 instead of −3, and the power in the denominator is 2. The power 2 is the result of this lattice model for a crystal in equilibrium with the gas alone; the power 3 assumes exchange with a reservoir of perfect MO and is kept here because it gives closed formulas. The two versions differ by terms of relative order v. Neither is meant to describe a concentrated defect solution, in which interactions would matter as well.

### 1.3 The one-sixth power and what it depends on

For v ≪ 1 and h ≪ 1 the denominator of equation (2) is replaced by one:

v h² = K p^(1/2).

Inserting h = 2v gives

v(2v)² = 4v³ = K p^(1/2),

and therefore

v = (K/4)^(1/3) p^(1/6).  (3)

The exponent has two sources. One vacancy is made from half an oxygen molecule, which gives p^(1/2). The reaction produces three independent defects whose concentrations all rise together, which gives the cube root. The holes that accompany a vacancy thus oppose the formation of further vacancies.

The same argument for a vacancy with charge number z, compensated by z holes, starts from

v h^z = K_z p^(1/2), h = zv.

For z ≥ 1 this gives

v = (K_z/z^z)^(1/(z+1)) p^(1/[2(z+1)]).

For z = 0 there is no hole factor and v = K₀p^(1/2). The exponents are thus 1/2, 1/4 and 1/6 for neutral, singly charged and doubly charged vacancies. If most vacancies bind one hole, the majority defect has z = 1 and the exponent tends to 1/4. In a range where two charge states are comparable, no single power law applies.

Double charge alone does not give one sixth; the compensation must also be by holes. Two dopant limits show this. Suppose immobile donors, each with effective charge +e, are present at a fraction d of the cation sites. Neutrality is then 2v = h + d. If d ≫ h, then v ≈ d/2, which is independent of pressure. Suppose instead that immobile acceptors of charge −e are present at a fraction a, so that h = 2v + a. If a ≫ 2v, then h ≈ a and v ≈ K p^(1/2)/a², which has the exponent 1/2. Equation (3) therefore requires dopant fractions small compared with 2v throughout the scale. This is most demanding at the metal side, where v is smallest.

Site exclusion gives a small departure even without dopants. With h = 2v, the cube root of equation (2) is

v/(1−3v) = s, where s = (K/4)^(1/3) p^(1/6).

Solving for v gives v = s/(1+3s). Taking the logarithmic derivative of the left side,

d ln[v/(1−3v)] = [1/v + 3/(1−3v)] dv = d ln v/(1−3v).

Since d ln s = (1/6) d ln p,

d ln v/d ln p = (1−3v)/6.

The exponent is thus slightly below one sixth at finite v in this lattice-gas model. With the power 2 in the denominator, the same steps give (1−3v)/[6(1−v)], about (1−2v)/6. The coefficient thus depends on details of relative order v and should not be taken as a prediction for a real oxide.

### 1.4 Fluxes and the internal field

The oxygen sublattice is taken as immobile, and all fluxes are measured relative to it. Each defect diffuses down its concentration gradient and drifts in the field. By the Nernst–Einstein relation the drift velocity is the force times D/(k_BT). The force on a vacancy is −2eE, so its drift velocity is −2D_Vu. The force on a hole is +eE, so its drift velocity is +D_hu. Hence

J_V = −D_V(v′ + 2uv),  (4)

J_h = −D_h(h′ − uh).  (5)

The scale is not connected to an external circuit, and in planar growth no net current crosses it:

−2J_V + J_h = 0, or J_h = 2J_V.

With h = 2v, equation (5) becomes

J_h = −2D_h(v′ − uv).

Equating this to 2J_V from equation (4) and dividing by −2,

D_h(v′ − uv) = D_V(v′ + 2uv).

Collecting the terms in u on one side gives

(D_h − D_V)v′ = (D_h + 2D_V)uv,

u = γ v′/v, γ = (D_h − D_V)/(D_h + 2D_V).  (6)

The field is now removed from equation (4):

v′ + 2uv = v′(1 + 2γ)

= v′[(D_h + 2D_V) + 2(D_h − D_V)]/(D_h + 2D_V)

= v′ · 3D_h/(D_h + 2D_V).

The vacancy flux is therefore

J_V = −D_a v′,  (7)

D_a = 3D_VD_h/(D_h + 2D_V) = 3D_Vt_h.

The quantity t_h is the hole share of the electrical conductivity. The partial conductivities are proportional to charge squared times concentration times diffusivity, namely 4vD_V for vacancies and hD_h = 2vD_h for holes. Their ratio gives

t_h = 2vD_h/(2vD_h + 4vD_V) = D_h/(D_h + 2D_V).

The concentration cancels. Finite hole mobility therefore changes the prefactor of the growth rate but leaves its pressure exponent unchanged within this model.

The vacancy fraction rises toward the gas, so v′ > 0 and J_V < 0: vacancies move toward the metal and cations move toward the gas. If D_h > D_V, the field also points toward the gas. It pulls the negative vacancies toward the metal and holds back the faster holes. For D_h ≫ D_V the ambipolar diffusivity D_a tends to 3D_V, so the field contributes twice as much to the vacancy flux as the concentration gradient. For D_h = D_V the field vanishes and D_a = D_V. For D_h ≪ D_V the holes limit growth and D_a tends to 3D_h/2.

### 1.5 Where neutrality can fail

Neutrality is an approximation even though a nonzero field was found. With ε_s the permittivity of the oxide, Poisson's equation is

E′ = e(h − 2v)/(ε_sΩ).

Multiplication by e/(k_BT) gives

h − 2v = [ε_sΩk_BT/e²]u′.

Define the dimensionless screening parameter

S = ε_sΩk_BT/(e² v_o x²).

For a linear vacancy profile, v′ = (v_o − v_i)/x is constant and equation (6) gives u′ = −γ(v′)²/v². The relative charge imbalance is then, to leading order in S,

(h − 2v)/(2v) = −(γS/2)(1 − v_i/v_o)²(v_o/v)³.

Its magnitude is largest at the metal side, where it grows as (v_o/v_i)³. For γ of order one and v_i well below v_o, a safe condition for neutrality is S(v_o/v_i)³ ≪ 1. The parameter S falls as 1/x², so the approximation improves as the scale thickens. Thinner scales need equations (4) and (5) together with Poisson's equation, as long as the energy a defect gains from the field in one jump is small compared with k_BT. In scales of a few nanometres this condition can fail; the drift velocity is then no longer proportional to the field, and equations (4) and (5) do not apply.

As an illustration, take v_i/v_o = 0.2, S = 10⁻⁴ and D_h/D_V = 50, with h = 2v imposed at the two ends. A collocation solution of the three coupled equations gives an effective D_a/D_V of 2.8854. Equation (7) gives 150/52 = 2.8846. The relative difference is about 3 × 10⁻⁴; it does not change when the solver tolerance is tightened. It is this small because h = 2v is imposed at the ends. A real interface can carry a space-charge layer in which vh² keeps its equilibrium value but h ≠ 2v. A potential step of 0.5 to 1 k_BT/e across such a layer at the metal side changes the rate by 0.7 to 3 percent at the same S, up or down according to the sign of the step.

## Part 2. Growth rate, pressure law and numerical use

### 2.1 Quantities taken from Part 1

The scale extends from the metal at y = 0 to the gas at y = x, with vacancy fractions v_i and v_o at these two boundaries. The dimensionless oxygen pressure p is relative to 1 bar. K is the constant of the reaction that makes one doubly charged cation vacancy and two holes from ½O₂. D_V and D_h are the vacancy and hole diffusivities, and fluxes include the factor Ω, the volume per cation site. For dilute defects without dopants,

v = (K/4)^(1/3) p^(1/6), h = 2v,

J_V = −D_a v′, D_a = 3D_Vt_h, t_h = D_h/(D_h + 2D_V).

The parabolic constant is defined by dx/dt = k/x, so x² = 2kt.

### 2.2 From the vacancy flux to the growth rate

New oxide forms at the outer surface, where arriving cations meet oxygen from the gas. Each cation that jumps outward exchanges places with a vacancy, so J_M = −J_V. A layer of thickness dx at the outer surface contains (1−v_o)dx/Ω cations. Since the flux already includes Ω, the cation balance is

(1−v_o) dx/dt = J_M(x) = D_a v′(x).  (8)

For v ≪ 1 the surface advances slowly compared with diffusion across the scale. The diffusion time is of order x²/D_a, while the time for x to change appreciably is of order x²/k. Their ratio is k/D_a, which will turn out to be about v_o − v_i. The profile can then be taken as stationary at each thickness:

D_a v″ = 0, v′ = (v_o − v_i)/x.

Replacing 1−v_o by one in equation (8) gives

dx/dt = D_a(v_o − v_i)/x,

k = D_a(v_o − v_i).  (9)

Parabolic growth follows from fixed boundary concentrations and a gradient that falls as 1/x. It requires both interfaces to stay near equilibrium. If oxygen supply or a surface reaction limits the rate, v_o is below its equilibrium value and changes with thickness, and k is then not a constant.

### 2.3 Size of the moving-boundary correction

The diffusion problem can also be solved with the moving surface retained. In the frame of the oxygen sublattice,

∂v/∂t = D_a ∂²v/∂y².

With fixed boundary values and x = 0 at t = 0, the solution is

v = v_i + Δ erf[y/(2√(D_at))]/erf(λ), Δ = v_o − v_i,

x = 2λ√(D_at).

At y = x the gradient is

v′(x) = Δ exp(−λ²)/[√(πD_at) erf(λ)],

while dx/dt = λ√(D_a/t). Substitution into equation (8) and cancellation of √(D_a/t) give

√π λ exp(λ²) erf(λ) = Δ/(1−v_o).

Also, k = x dx/dt = 2λ²D_a. Let q = 2λ² = k/D_a. For small λ,

erf(λ) = (2/√π)(λ − λ³/3 + …), exp(λ²) = 1 + λ² + ….

The left side becomes 2λ²(1 + 2λ²/3 + …) = q(1 + q/3 + …). On the right, 1/(1−v_o) = 1 + v_o + …. Hence

q(1 + q/3) = Δ(1 + v_o)

to second order in the small fractions. Replacing q by Δ inside the correction gives

k = D_aΔ[1 + v_o − Δ/3 + …].  (10)

The term v_o arises because the new oxide needs fewer cations. The term −Δ/3 arises because the vacancy fraction at a fixed y falls as the outer surface moves away. Some of the cations entering from the metal fill vacancies inside the scale instead of reaching the outer surface, so the gradient there is below the mean value Δ/x. For v_o = 0.020 and v_i = 0.002 the bracket is 1 + 0.020 − 0.006 = 1.014. A finite-difference integration of the moving-boundary problem with these values gives 1.0142. The correction is thus small even at a vacancy fraction of two percent, although the ideal defect model itself becomes less secure there.

### 2.4 The equivalent Wagner integral

A form that does not rely on a power law for v is useful when the defect model is extended. Define the electrochemical potentials, apart from constants, as

η_V = k_BT ln v − 2eφ,

η_h = k_BT ln h + eφ.

Since φ′ = −E, equations (4) and (5) become

J_V = −[vD_V/(k_BT)]η_V′, J_h = −[hD_h/(k_BT)]η_h′.

In the combination η_V + 2η_h the electric potential cancels. Local defect equilibrium, vh² = Kp^(1/2), then gives

η_V′ + 2η_h′ = ½k_BT (ln p)′.

Zero current, J_h = 2J_V, requires

η_h′ = [2vD_V/(hD_h)]η_V′.

Substitution gives

η_V′[1 + 4vD_V/(hD_h)] = ½k_BT (ln p)′.

The inverse of the bracket is the local hole transference number,

t_h = hD_h/(hD_h + 4vD_V),

so that

J_V = −½vD_Vt_h (ln p)′.

The cation flux is the negative of this. For a stationary flux, integration across the scale gives J_Mx = k to leading order in v, and

k = ½∫ vD_Vt_h d ln p,  (11)

with ln p running from ln p_i to ln p_o. The sign is positive because the pressure increases toward the gas. In this expression p inside the scale is the oxygen pressure that would be in equilibrium with the local defect concentrations; no gas is present there.

For h = 2v the transference number is constant. Writing v = Ap^(1/6) with A = (K/4)^(1/3),

∫ Ap^(1/6) d ln p = 6Ap^(1/6).

Equation (11) then gives k = ½ · 6 · D_Vt_h(v_o − v_i) = 3D_Vt_h(v_o − v_i), which is equation (9). With immobile dopants, v and h no longer have a fixed ratio, and t_h must remain inside the integral.

### 2.5 The pressure law and its limits

Inserting the vacancy fractions into equation (9) gives

k = 3D_Vt_h(K/4)^(1/3)[p_o^(1/6) − p_i^(1/6)].  (12)

This is equation (1). The inner pressure is set by M + ½O₂ = MO. If G_f is the standard free energy of this reaction, equilibrium with pure metal requires G_f = ½k_BT ln p_i, or

p_i = exp[2G_f/(k_BT)].

Let r = (p_i/p_o)^(1/6). At fixed temperature and fixed p_i, differentiation of the bracket in equation (12) gives

n = d ln k/d ln p_o = (1/6)p_o^(1/6)/[p_o^(1/6) − p_i^(1/6)],

n = (1/6)/(1−r).  (13)

In the dilute, undoped model the local exponent n exceeds one sixth for any nonzero p_i and approaches it as r tends to zero. Site exclusion can bring it slightly below one sixth when r is of the order of v_o or smaller. The approach is slow because r contains a sixth root. For p_i/p_o = 10⁻⁶, r is 0.1 and n is 0.185, eleven percent above one sixth. For n to be five percent above one sixth, 1/(1−r) = 1.05, so r = 1/21 and

p_i/p_o = (1/21)⁶ = 1.17 × 10⁻⁸.

A pressure ratio that looks negligible in a linear expression can therefore be visible in the exponent.

Near the dissociation pressure the behaviour is different. Since p^(1/6) = exp[(ln p)/6], expansion for ln(p_o/p_i) ≪ 6 gives

p_o^(1/6) − p_i^(1/6) ≈ (1/6)p_i^(1/6) ln(p_o/p_i).

The rate then vanishes in proportion to the logarithm of the pressure ratio, and a fixed power law has no meaning.

For data at one temperature, a plot of k against p_o^(1/6) complements the log–log slope. The test lies in the intercept rather than in the straightness: a one-quarter law between 10⁻² and 1 bar also looks nearly straight on this plot, but its fitted line reaches zero near p_o^(1/6) = 0.23, whatever smaller value p_i^(1/6) may have. Equation (12) predicts a straight line that reaches k = 0 at p_o = p_i. The slope is 3D_Vt_h(K/4)^(1/3), so growth data of this kind determine a product of transport and defect parameters, not D_V and K separately.

If M is a component of an alloy and has activity a_M < 1 at the interface, while the scale remains MO, equilibrium gives a_M p_i^(1/2) = constant. The inner pressure is then the pure-metal value divided by a_M². This raises r by the factor a_M^(−1/3), lowers k and raises n. The growth remains parabolic if a_M at the interface stays constant in time.

### 2.6 Worked example

The following round parameters define a model oxide and are not assigned to a material: T = 1300 K, G = 2.20 eV, G_f = −1.30 eV, D_V = 10⁻⁸ cm²/s and D_h = 10⁻³ cm²/s. The thermal energy is k_BT = 0.11203 eV. Unrounded intermediate values are carried through, so the last digit of a result can differ from that obtained with the printed numbers.

The defect constant is

K = exp(−2.20/0.11203) = 2.96 × 10⁻⁹.

The dissociation pressure is

p_i = exp(−2.60/0.11203) = 8.33 × 10⁻¹¹,

that is 8.33 × 10⁻¹¹ bar. Its sixth root is 0.0209.

At an outer pressure of 1 bar,

v_o = (2.96 × 10⁻⁹/4)^(1/3) = 9.04 × 10⁻⁴,

v_i = 0.0209 × 9.04 × 10⁻⁴ = 1.89 × 10⁻⁵.

The hole share of the conductivity differs from one by 2 × 10⁻⁵, so D_a = 3.00 × 10⁻⁸ cm²/s. Equation (9) gives

k = 3.00 × 10⁻⁸ × (9.04 − 0.19) × 10⁻⁴ cm²/s = 2.66 × 10⁻¹¹ cm²/s.

After 100 h, or 3.6 × 10⁵ s,

x = √(2 × 2.66 × 10⁻¹¹ × 3.6 × 10⁵) cm = 4.37 × 10⁻³ cm,

which is 43.7 μm. The same arithmetic at other outer pressures gives:

| p_o (bar) | k (10⁻¹¹ cm²/s) | n | x at 100 h (μm) |
|---|---|---|---|
| 10⁻⁴ | 0.528 | 0.185 | 19.5 |
| 10⁻³ | 0.801 | 0.178 | 24.0 |
| 10⁻² | 1.20 | 0.175 | 29.4 |
| 10⁻¹ | 1.79 | 0.172 | 35.9 |
| 1 | 2.66 | 0.170 | 43.7 |

From 10⁻⁴ to 1 bar, k rises by a factor of 5.03. A pure one-sixth law would give (10⁴)^(1/6) = 4.64. The mean exponent over the four decades is log₁₀(5.03)/4 = 0.175. In this undoped model the excess over 0.167 comes from the inner pressure in equation (12); it does not indicate another defect charge. In a real oxide, impurities can have a larger effect: with the same parameters in equation (11), a dopant fraction of 4 × 10⁻⁵ moves the mean exponent to 0.189 for acceptors and to 0.163 for donors.

Two corrections show the precision that the dilute formula deserves. At 1 bar, equation (10) raises k by a relative amount 6 × 10⁻⁴. Site exclusion acts in the other direction. With the lattice-gas result v = s/(1+3s), where s is the dilute vacancy fraction, and d ln p = 6 ds/s, equation (11) becomes

k = 3D_Vt_h∫ ds/(1+3s) = D_Vt_h ln[(1+3s_o)/(1+3s_i)].

To first order this lowers k by the relative amount (3/2)(s_o + s_i) = 1.4 × 10⁻³ (with the power 2 in the denominator of equation (2), by s_o + s_i = 0.9 × 10⁻³). The value assumes a constant mobility per vacancy in equation (11); keeping equation (7) with constant D_a and the same vacancy fractions would double it. Gauss–Legendre quadrature of equation (11), with v found by numerical minimization of the free energy, gives 2.6528 × 10⁻¹¹ cm²/s, compared with 2.6565 × 10⁻¹¹ cm²/s from equation (12). Other effects of relative order v, such as defect interactions, have been left out, so these corrections should not be added to claim a more precise rate.

### 2.7 Numerical use and range of validity

An implementation should evaluate K and p_i from the free energies at the same temperature and with the same standard pressure. When p_o is close to p_i, direct subtraction of the two sixth roots loses digits. The equivalent form

p_o^(1/6) − p_i^(1/6) = p_i^(1/6){exp[ln(p_o/p_i)/6] − 1}

keeps them if two library functions are used: one for exp(z) − 1, and one for ln(1 + z) with z = (p_o − p_i)/p_i to obtain ln(p_o/p_i). Rounding the ratio p_o/p_i before taking its logarithm would lose digits again. For p_o ≤ p_i the oxide does not grow on the metal, and the growth formula should not be used.

Equation (12) describes a compact, adherent scale in which lattice diffusion of cations dominates. Cracks, pores and detachment can block part of this transport, while oxygen diffusion and fast paths along grain boundaries add routes that are absent from D_a. A second oxide at the outer surface changes the pressure at which the monoxide ends, so p_o must then be replaced by the equilibrium pressure between the two oxides, and the growth of both layers must be solved together.

An observed exponent near one sixth is consistent with doubly charged vacancies compensated by holes, but it does not identify them uniquely. Equation (13) shows that the inner pressure can raise the apparent exponent, and Part 1 shows that dopants can move the defect exponent either way. A sound comparison uses the full pressure difference and, where possible, an independent measurement of the defect concentration.

All numerical values are calculated from the stated model.
